\section*{Ion flux and the critical temperature for amorphization: an Arrhenius relation, part 2}

A thin crystalline layer under a steady ion beam becomes amorphous only below a critical temperature $T_c$, which rises with the flux. The question here is when the slope of $\ln J$ against $1/k_BT_c$ gives the barrier for recovery.

Energies are in eV, temperatures in K, lengths in nm and times in s, with $k_B=8.617\times10^{-5}\,\mathrm{eV/K}$. The flux $J$ is the number of ions per area and time, and $\Phi=Jt$ is the fluence received up to time $t$. Each ion damages an area $\sigma$. The layer starts crystalline and collapses when its damaged fraction $n$ first reaches the threshold $n_c$, with $0<n_c<1$. Recovery has the rate
\begin{equation}
k(T)=\nu\,e^{-E/k_BT},\qquad E>0,
\label{eq:rate}
\end{equation}
where $\nu$ is the attempt rate, $E$ the barrier and $T$ the actual layer temperature, including beam heating. Unless stated otherwise, $\sigma$, $\nu$, $E$ and $n_c$ do not depend on $T$ or $J$.

For recovery linear in $n$, with $x=k/(\sigma J)$, the damage is
\begin{equation}
n(\Phi)=\frac{1-e^{-(1+x)\sigma\Phi}}{1+x}.
\label{eq:growth}
\end{equation}
At unlimited fluence the layer collapses if $x<x_c=(1-n_c)/n_c$. For $J<J_0=\nu/(\sigma x_c)$ this means $T<T_c$, where
\begin{equation}
J=J_0\,e^{-E/k_BT_c},
\qquad
T_c=\frac{E}{k_B\ln(J_0/J)}.
\label{eq:arrhenius}
\end{equation}

The reference case has $E=1\,\mathrm{eV}$, $\nu=10^{13}\,\mathrm{s^{-1}}$, $\sigma=10\,\mathrm{nm^2}$, $n_c=0.2$ and $J=0.01\,\mathrm{nm^{-2}\,s^{-1}}$. This gives $x_c=4$, $J_0=2.5\times10^{11}\,\mathrm{nm^{-2}\,s^{-1}}$, $T_c=376.2\,\mathrm{K}$ and $E/k_BT_c=30.85$. Fluxes ten times smaller and ten times larger are also compared.

The output at the end also lists a spatial simulation of discs falling at random, compared with \eqref{eq:growth}, and the critical fluence at which $n$ reaches $n_c$ at several distances below $T_c$. Close to $T_c$, each tenfold reduction of that distance adds $n_c\ln(10)/\sigma$ to this fluence.

\subsection{One thermal rate gives one slope}

Damage need not accumulate or heal linearly. Consider the mean-field equation
\begin{equation}
\frac{dn}{dt}=J\,g(n)-k(T)\,r(n),\qquad n(0)=0,
\label{eq:general}
\end{equation}
in which $g$ has the dimension of an area and $r$ is dimensionless. Both are continuously differentiable on an interval containing $[0,n_c]$ and do not depend on $T$ or $J$. Damage is produced throughout this range, so $g>0$ on $[0,n_c]$. Recovery needs damage, so $r(0)=0$ and $r>0$ on $(0,n_c]$. Recovery caused by the ions themselves, at a rate proportional to $J$ and independent of temperature, can be included in $g$ as long as $g$ remains positive.

\paragraph{Theorem 2.} Define the least fluence that amorphizes without thermal recovery,
\begin{equation}
\Phi_{\min}=\int_0^{n_c}\frac{dn}{g(n)}.
\label{eq:phimin}
\end{equation}
For every fixed $\Phi>\Phi_{\min}$ there is one positive number $\lambda_*(\Phi)$, independent of $T$ and $J$, such that the layer collapses by fluence $\Phi$ if and only if $k(T)/J\le\lambda_*(\Phi)$. For $J<J_0(\Phi)$ the critical temperature therefore obeys
\begin{equation}
J=J_0(\Phi)\,e^{-E/k_BT_c},
\qquad J_0(\Phi)=\frac{\nu}{\lambda_*(\Phi)}.
\label{eq:generalarr}
\end{equation}

\paragraph{Proof.} Put $\lambda=k/J$. Division of \eqref{eq:general} by $J$ gives
\begin{equation}
\frac{dn}{d\Phi}=h_\lambda(n),\qquad h_\lambda(n)=g(n)-\lambda r(n).
\label{eq:fluenceode}
\end{equation}
Temperature and flux now enter through $\lambda$ alone. It remains to show that there is one critical value of $\lambda$.

Near $n=0$ the quotient $g/r$ grows without limit, since $g(0)>0$ and $r(0)=0$. It is continuous on $(0,n_c]$ and so has a minimum there,
\begin{equation}
\lambda_\infty=\min_{0<n\le n_c}\frac{g(n)}{r(n)}>0,
\label{eq:laminf}
\end{equation}
attained at some $n_m$.

Suppose first that $\lambda<\lambda_\infty$. Then $h_\lambda>0$ on $[0,n_c]$, and $n$ rises steadily to the threshold. Separation of variables in \eqref{eq:fluenceode} gives the fluence of first passage,
\begin{equation}
F(\lambda)=\int_0^{n_c}\frac{dn}{g(n)-\lambda r(n)}.
\label{eq:F}
\end{equation}
This function is continuous, and $F(0)=\Phi_{\min}$. It increases strictly with $\lambda$, because a larger $\lambda$ lowers the positive denominator at every $n>0$. As $\lambda$ approaches $\lambda_\infty$ from below, the integrand increases towards $1/h_{\lambda_\infty}$. The function $h_{\lambda_\infty}$ is non-negative and vanishes at $n_m$. Since it is continuously differentiable, $h_{\lambda_\infty}(n)\le C|n-n_m|$ for some constant $C$. The integral of $1/|n-n_m|$ up to $n_m$ diverges, so $F(\lambda)\to\infty$.

Suppose now that $\lambda\ge\lambda_\infty$. Then $h_\lambda(0)>0$ but $h_\lambda(n_m)\le0$, so $h_\lambda$ has a zero in $(0,n_m]$. The first such zero is a stationary state. A solution that starts below it cannot reach it at finite fluence, since two different solutions of \eqref{eq:fluenceode} cannot meet. The threshold is not reached.

Thus $F$ takes every value from $\Phi_{\min}$ upwards exactly once on $[0,\lambda_\infty)$. Let $\lambda_*(\Phi)$ be the solution of $F(\lambda_*)=\Phi$. Collapse by fluence $\Phi$ means $F(\lambda)\le\Phi$, which is equivalent to $\lambda\le\lambda_*(\Phi)$. On the border, $\nu e^{-E/k_BT_c}=J\lambda_*(\Phi)$. Division by $\lambda_*$ gives \eqref{eq:generalarr}, and this equation has a positive finite solution $T_c$ when $J<J_0(\Phi)$. $\square$

The kinetic order, the shape of the damage function, the threshold and the fluence enter the relation only through $J_0$. The slope of $\ln J$ against $1/k_BT_c$ is $-E$ in every case covered by the theorem. At unlimited fluence the condition for collapse becomes $\lambda<\lambda_\infty$, and $J_0=\nu/\lambda_\infty$.

\subsection{Two recovery laws and two fluences}

For linear recovery, $g=\sigma(1-n)$ and $r=n$, so $\lambda=\sigma x$. At finite fluence the critical ratio $x_*(\Phi)=\lambda_*/\sigma$ solves
\begin{equation}
\frac{1-e^{-(1+x_*)\sigma\Phi}}{1+x_*}=n_c,
\qquad \sigma\Phi>-\ln(1-n_c).
\label{eq:xstar}
\end{equation}
The left-hand side is smaller than $1/(1+x_*)$. Hence $1/(1+x_*)>n_c$ and $x_*<x_c$. Stopping early permits less recovery, raises $J_0$ and lowers $T_c$.

For quadratic recovery, $g=\sigma(1-n)$ and $r=n^2$. This is a mean-field description of recovery by encounters between two damaged units, without spatial correlations. The quotient $g/r=\sigma(1-n)/n^2$ falls with $n$, because its numerator falls and its denominator rises. Its minimum lies at $n_c$, and at unlimited fluence the critical ratio is
\begin{equation}
x_c^{(2)}=\frac{1-n_c}{n_c^2}=\frac{0.8}{0.04}=20.
\end{equation}
This is $1/n_c=5$ times the linear value. With the same $\nu$, quadratic recovery at the threshold is five times weaker than linear recovery, and a hotter layer is needed to make up for it.

The table lists critical temperatures in kelvin for the three fluxes, given in $\mathrm{nm^{-2}\,s^{-1}}$. The short fluence is $0.03\,\mathrm{nm^{-2}}$.

\begin{center}
\begin{tabular}{lccc}
Recovery and fluence & $0.001$ & $0.01$ & $0.1$\\
\hline
linear, unlimited & 350.0 & 376.2 & 406.5\\
linear, short & 342.4 & 367.4 & 396.3\\
quadratic, unlimited & 367.9 & 396.9 & 430.8\\
quadratic, short & 362.3 & 390.3 & 423.1
\end{tabular}
\end{center}

The temperatures were found by integrating the rate equation in time and adjusting $T$ until the final damage equalled $n_c$. For the unlimited cases the integration was carried to a fluence at which the steady state had been reached. In all four rows the barrier recovered from neighbouring fluxes was tested to agree with $1\,\mathrm{eV}$ within $10^{-4}\,\mathrm{eV}$.

The shift between rows follows from \eqref{eq:generalarr}. If two cases have prefactors $J_0$ and $J_0'$, subtraction of their logarithmic relations at the same flux gives
\begin{equation}
\frac1{T_c'}-\frac1{T_c}=\frac{k_B}{E}\ln\frac{J_0'}{J_0}.
\label{eq:shift}
\end{equation}
The lines of $\ln J$ against $1/T_c$ are parallel. For linear recovery at the short fluence, $x_*=1.914$ and $J_0'=5.22\times10^{11}\,\mathrm{nm^{-2}\,s^{-1}}$, against $J_0=2.5\times10^{11}\,\mathrm{nm^{-2}\,s^{-1}}$ at unlimited fluence. The logarithm of their quotient is $0.737$. Multiplying \eqref{eq:shift} by $T_c$ and using $E/k_BT_c=30.85$ gives
\begin{equation}
T_c'=\frac{376.2\,\mathrm{K}}{1+0.737/30.85}=367.4\,\mathrm{K},
\end{equation}
in agreement with the table.

\paragraph{Remark: equal time is not equal fluence.} Theorem 2 compares fluxes at the same fluence. If the bombardment time $t$ is held fixed instead, then $\Phi=Jt$ changes with $J$, and the border is $J\lambda_*(Jt)=\nu e^{-\beta E}$ with $\beta=1/k_BT_c$. Let $s=d\ln\lambda_*/d\ln\Phi$, which is positive because $\lambda_*$ is the inverse of the increasing function $F$. Differentiation of the logarithm gives
\begin{equation}
(1+s)\,d\ln J=-E\,d\beta
\quad\Longrightarrow\quad
-\frac{d\ln J}{d\beta}=\frac{E}{1+s}<E.
\end{equation}
Data taken at equal time therefore underestimate the barrier. The error vanishes when the fluence is large enough for $\lambda_*$ to have saturated.

\subsection{Reading the barrier from two fluxes}

For two fluxes at the same fluence, subtraction of $\ln J_1=\ln J_0-E/k_BT_1$ from the corresponding equation for $J_2$ removes $J_0$:
\begin{equation}
\ln\frac{J_2}{J_1}=\frac{E}{k_B}\left(\frac1{T_1}-\frac1{T_2}\right)
\quad\Longrightarrow\quad
E=\frac{k_B\ln(J_2/J_1)}{1/T_1-1/T_2}.
\label{eq:extract}
\end{equation}
The outer fluxes of the first row give
\begin{equation}
E=\frac{8.617\times10^{-5}\times4.605}{1/350.03-1/406.50}\,\mathrm{eV}
=\frac{3.968\times10^{-4}}{3.969\times10^{-4}}\,\mathrm{eV}
=1.000\,\mathrm{eV}.
\end{equation}

The response of the critical temperature to flux follows by differentiating $\ln J=\ln J_0-E/k_BT_c$ at fixed fluence:
\begin{equation}
d\ln J=\frac{E}{k_BT_c^2}\,dT_c
\quad\Longrightarrow\quad
\frac{dT_c}{d\ln J}=\frac{k_BT_c^2}{E}.
\label{eq:response}
\end{equation}
In the reference case this is $12.2\,\mathrm{K}$, or $28.1\,\mathrm{K}$ per decade of flux. The response grows as $T_c^2$. This explains why the decade below the reference flux spans $26.1\,\mathrm{K}$ and the decade above it $30.3\,\mathrm{K}$.

Small temperature errors have a large effect on the barrier. Since $1/T_1-1/T_2=(T_2-T_1)/(T_1T_2)$, the logarithm of \eqref{eq:extract} contains $\ln T_1+\ln T_2-\ln(T_2-T_1)$. To first order,
\begin{align}
\frac{dE}{E}
&=\left(\frac1{T_1}+\frac1{T_2-T_1}\right)dT_1
+\left(\frac1{T_2}-\frac1{T_2-T_1}\right)dT_2\nonumber\\
&=\frac{T_2\,dT_1}{T_1(T_2-T_1)}-\frac{T_1\,dT_2}{T_2(T_2-T_1)}.
\end{align}
For the two temperatures above, an error of $1\,\mathrm{K}$ in $T_1$ changes $E$ by about $2.1\%$, and the same error in $T_2$ changes it by about $1.5\%$. Beam heating at the higher flux is such an error if the holder temperature is used in place of the layer temperature. The recorded $T_2$ is then too low, $dT_2<0$, and the barrier comes out too large.

\subsection{A spread of barriers}

Theorem 2 requires a single thermal rate. Suppose instead that a fixed fraction $p_i$ of the sites has the barrier $E_i$, with $\sum_ip_i=1$ and common values of $\sigma$ and $\nu$. Recovery within each class is linear, and the collapse depends on the total damage.

\paragraph{Proposition 2.} At unlimited fluence the local Arrhenius slope, with $\beta=1/k_BT_c$, is
\begin{equation}
E_{\mathrm{app}}=-\frac{d\ln J}{d\beta}
=\frac{\sum_iw_iE_i}{\sum_iw_i},
\qquad w_i=p_in_i(1-n_i),
\label{eq:eapp}
\end{equation}
where $n_i$ is the steady damaged fraction of class $i$ at the critical point.

\paragraph{Proof.} The balance $\sigma J(1-n_i)=k_in_i$ within each class gives
\begin{equation}
n_i=\frac{\sigma J}{\sigma J+k_i}=\frac1{1+e^{-u_i}},
\qquad
u_i=\ln\frac{\sigma J}{k_i}=\ln\frac{\sigma J}{\nu}+\beta E_i.
\end{equation}
At fixed temperature $\sum_ip_in_i$ rises strictly from $0$ to $1$ with $J$, so the condition $\sum_ip_in_i=n_c$ fixes one critical flux. The derivative of $n_i$ is
\begin{equation}
\frac{dn_i}{du_i}=\frac{e^{-u_i}}{(1+e^{-u_i})^2}=n_i(1-n_i).
\end{equation}
Along the critical line the total damage is constant, and therefore
\begin{equation}
0=\sum_ip_i\,dn_i=\sum_iw_i\left(d\ln J+E_i\,d\beta\right).
\end{equation}
Solving for $-d\ln J/d\beta$ gives \eqref{eq:eapp}. $\square$

The weight $n_i(1-n_i)$ measures how strongly a class responds. Only relative weights matter: a class hardly affects the slope if its $w_i$ is small compared with the sum of all weights.

Take three equally populated barriers of $0.9$, $1.0$ and $1.1\,\mathrm{eV}$, with the other parameters unchanged. Their arithmetic mean is $1.0\,\mathrm{eV}$, but the apparent energy is $1.090\,\mathrm{eV}$ at $300\,\mathrm{K}$, $1.080\,\mathrm{eV}$ at $400\,\mathrm{K}$ and $1.063\,\mathrm{eV}$ at $600\,\mathrm{K}$. These values were tested against numerical derivatives of the critical flux.

The two temperature limits account for the trend. At low temperature the sites with the highest barrier retain the damage. Their fraction $n_3$ cannot exceed $n_c/p_3=0.6$, so $\sigma J/k_3=n_3/(1-n_3)\le1.5$. For the other classes
\begin{equation}
n_j\le\frac{\sigma J}{k_j}=\frac{\sigma J}{k_3}\,e^{-\beta(E_3-E_j)}
\le1.5\,e^{-\beta(E_3-E_j)}\longrightarrow0
\qquad(\beta\to\infty).
\end{equation}
Only $w_3$ survives, and $E_{\mathrm{app}}\to1.1\,\mathrm{eV}$. In the formal limit $\beta\to0$ all rates become equal, every $n_i$ tends to $n_c$, and the apparent energy tends to the arithmetic mean. The calculated values lie between these limits.

Between $300$ and $600\,\mathrm{K}$ the slope changes by about $2.5\%$ of its value at $300\,\mathrm{K}$. This interval spans about nine decades of critical flux, from $4\times10^{-7}$ to $5\times10^{2}\,\mathrm{nm^{-2}\,s^{-1}}$. Between $350$ and $400\,\mathrm{K}$, about two decades of flux, the change is only about $0.5\%$. A nearly straight Arrhenius plot is thus no proof of a single barrier, and its slope need not be the mean barrier.

\subsection{Other conditions on the relation}

Temperature-dependent parameters also alter the slope. For linear recovery at unlimited fluence, $J=k(T_c)\,n_c/[\sigma(1-n_c)]$. If $\nu$, $\sigma$ or $n_c$ varies with temperature, then
\begin{equation}
-\frac{d\ln J}{d\beta}
=E-\frac{d}{d\beta}\ln\left[\frac{\nu n_c}{\sigma(1-n_c)}\right].
\end{equation}
For example, a prefactor $\nu\propto T^m$ is proportional to $\beta^{-m}$ and adds $m/\beta=mk_BT_c$ to the slope.

A pulsed beam introduces a further time, the interval between pulses. Let $J$ now be the mean flux, and let the pulses be so short that recovery during a pulse is negligible. If the flux is changed through the interval, at a fixed dose per pulse, the interval is proportional to $1/J$. Its product with $k(T)$ is then proportional to $k/J$, so a single ratio still controls the collapse. At equal fluence the slope $-d\ln J/d\beta$ then remains $E$, provided that one pulse alone does not carry the damage to the threshold. If instead the interval is fixed and the dose per pulse is changed, the product is a second variable beside $k/J$, and the slope need no longer give the barrier. Regrowth after the collapse likewise needs an equation of its own, with its own thermal rate. For a steady beam, the slope $-d\ln J/d\beta$ in this model equals the recovery barrier when one activated rate controls recovery up to the threshold, the other parameters are constant, and the fluxes are compared at equal fluence. Real materials need not meet these conditions: several defect types with different barriers, or recovery that is both stimulated by the ions and thermally activated, lie outside Theorem 2, and a measured slope is then only an apparent energy. The full numerical values are given in the output that follows.

\section*{Calculated quantities}
\begin{verbatim}
barrier = 1.0 eV
attempt rate = 1.0e+13 s^-1
damage area per ion = 10.0 nm^2
threshold fraction = 0.2
reference flux = 0.01 nm^-2 s^-1
reference flux = 1.00e+12 cm^-2 s^-1
critical ratio, unlimited fluence = 4.0000
J0, unlimited fluence = 2.5000e+11 nm^-2 s^-1
recovery rate at reference Tc = 0.4000 s^-1
simulated fraction at Tc, 12 s = 0.1995 +- 0.0013
formula fraction at Tc, 12 s = 0.1995
simulated fraction at Tc-10 K, 3 s = 0.2062 +- 0.0011
formula fraction at Tc-10 K, 3 s = 0.2050
short fluence = 0.03 nm^-2
minimum fluence without recovery = 0.02231 nm^-2
critical ratio, linear, short = 1.9141
J0, linear, short = 5.2245e+11 nm^-2 s^-1
critical ratio, quadratic, unlimited = 20.0000
Tc in K at fluxes 0.001, 0.01, 0.1 nm^-2 s^-1:
  linear, unlimited: 350.03, 376.16, 406.50
  barrier from outer fluxes = 1.0000 eV
  linear, short: 342.42, 367.38, 396.27
  barrier from outer fluxes = 1.0000 eV
  quadratic, unlimited: 367.89, 396.87, 430.79
  barrier from outer fluxes = 1.0000 eV
  quadratic, short: 362.28, 390.34, 423.11
  barrier from outer fluxes = 1.0000 eV
reference Tc = 376.16 K
reference Tc = 103.01 deg C
dTc/d ln(flux) = 12.193 K
local slope per decade of flux = 28.08 K
critical fluence at reference flux:
  Tc - 100 K: 0.02231 nm^-2
  Tc - 30 K: 0.02309 nm^-2
  Tc - 10 K: 0.02888 nm^-2
  Tc - 1 K: 0.05897 nm^-2
  Tc - 0.01 K: 0.14669 nm^-2
  Tc - 0.001 K: 0.19265 nm^-2
increase over last decade = 0.04596 nm^-2
limiting increase per decade = 0.04605 nm^-2
population barriers (equal weights) = [0.9, 1.0, 1.1] eV
arithmetic mean barrier = 1.0000 eV
apparent energy at 300 K = 1.0898 eV
apparent energy at 400 K = 1.0795 eV
apparent energy at 600 K = 1.0630 eV
\end{verbatim}
